# Why Short Wavelength Does Not Set Helium-Ion Resolution in Resist: test program

```python
"""
Result under test: for 30 keV helium ions writing a thin organic resist, the
de Broglie wavelength is not what limits the blur. Secondary-electron transport
and forward scattering dominate, and a bright (small) source is needed to keep
the probe small. At equal energy helium is NOT scattered less than electrons.

Symbols: E beam energy, M ion mass, lam wavelength, alpha lens half-angle,
B axial brightness, sigma rms source image per axis, a screening length,
b impact parameter, x = b/a, T film thickness, L mean secondary path.
r50 is the radius that holds half of the current or of the events.
Atomic units are used in collisions, nm for lengths in the example.
Input values marked rough are typical values, not measurements.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import j0, j1, k0, k1, kn

rng = np.random.default_rng(12)
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
LIGHT = 1 / sc.fine_structure
M_HE = sc.physical_constants["alpha particle-electron mass ratio"][0] + 1
M_UNIT = sc.atomic_mass / sc.m_e

# ---------------- inputs of the example (rough typical values) -------------
E_eV = 30000.0
current = 1e-12            # A
alpha = 0.5e-3             # rad
alpha_el = 10e-3           # rad, electron lens used for comparison
B_cm = 4e9                 # A/(cm2 sr), bright gas field source
B_dim_cm = 1e6             # A/(cm2 sr), dim source used for comparison
spread_fwhm = 1.0          # eV
chromatic = 30e6           # nm
spherical = 100e6          # nm
thickness = 30.0           # nm
density = 50.0             # heavy atoms per nm3
Z1, Z2 = 2, 6
path_se = 2.0              # nm
dose = 5.0                 # uC/cm2
stopping = 60.0            # eV/nm
theta_cut = 0.5            # rad, larger single deflections are left out
E = E_eV / HARTREE

# ---------------- wavelengths ---------------------------------------------
p_el = np.sqrt(2 * E + (E / LIGHT) ** 2)
lam_he = 2 * np.pi / np.sqrt(2 * M_HE * E) * BOHR
lam_el = 2 * np.pi / p_el * BOHR
lam_heavy = 2 * np.pi / np.sqrt(2 * 70 * M_UNIT * E) * BOHR
# independent road: SI units and the relativistic total energy
for mass, lam in ((M_HE * sc.m_e, lam_he), (sc.m_e, lam_el)):
    rest = mass * sc.c ** 2
    pc = np.sqrt((rest + E_eV * sc.e) ** 2 - rest ** 2)
    assert abs(sc.h * sc.c / pc * 1e9 / lam - 1) < 1e-4

# ---------------- wave-optical probe --------------------------------------
# fine steps where the enclosed current rises steeply, coarser in the tail
v_grid = np.concatenate([np.linspace(0, 30, 600, endpoint=False),
                         np.linspace(30, 600, 2851)])
node, weight = np.polynomial.legendre.leggauss(600)
rho, w_rho = (node + 1) / 2, weight / 2
bessel = j0(np.outer(v_grid, rho))
e_grid = np.linspace(-4, 4, 61)
e_weight = np.exp(-e_grid ** 2 / 2)
e_weight /= e_weight.sum()
sigma_E = spread_fwhm / np.sqrt(8 * np.log(2))


def enclosed_current(lam, spread):
    """Enclosed fraction on v_grid, from the pupil integral with defocus."""
    defocus = chromatic * spread * e_grid / E_eV
    phase = np.pi / lam * alpha ** 2 * defocus
    pupil = (2 * w_rho * rho)[:, None] * np.exp(1j * np.outer(rho ** 2, phase))
    field2 = (bessel @ pupil.real) ** 2 + (bessel @ pupil.imag) ** 2
    return cumulative_trapezoid(field2 @ e_weight * v_grid, v_grid,
                                initial=0) / 2


def optics_radius(lam, u):
    """Radius in nm at the enclosed fraction u."""
    frac = enclosed_current(lam, sigma_E)
    assert 0.99 < frac[-1] < 1.005
    return np.interp(u, frac, v_grid) * lam / (2 * np.pi * alpha)


airy = enclosed_current(lam_he, 0.0)
assert np.max(abs(airy - (1 - j0(v_grid)**2 - j1(v_grid)**2))) < 5e-4
v50 = brentq(lambda v: 0.5 - j0(v) ** 2 - j1(v) ** 2, 0.5, 3)
r_diff = v50 * lam_he / (2 * np.pi * alpha)
r_diff_el = v50 * lam_el / (2 * np.pi * alpha_el)
r_diff_swap = v50 * lam_el / (2 * np.pi * alpha)


def source_sigma(b_cm):
    return np.sqrt(current / (2 * b_cm / 1e14)) / (np.pi * alpha)


sigma = source_sigma(B_cm)
area = quad(lambda r: 2*np.pi*r*np.exp(-r*r/(2*sigma**2)), 0, 12*sigma)[0]
cone = quad(lambda t: 2*np.pi*np.sin(t)*np.cos(t), 0, alpha)[0]
assert abs(B_cm / 1e14 * area * cone / current - 1) < 1e-4
r_source = sigma * np.sqrt(2 * np.log(2))


# ---------------- two-body collisions from Newton's law -------------------
def collide(m1, m2, speed, b, coupling, screen, far):
    """Lab angle of body 1 and energy gained by body 2, initially at rest."""
    mu = m1 * m2 / (m1 + m2)

    def rhs(_, s):
        r = np.hypot(s[0], s[1])
        f = coupling * (1/r**2 + 1/(screen*r)) * np.exp(-r/screen) / mu
        return [s[2], s[3], f * s[0] / r, f * s[1] / r]

    out = solve_ivp(rhs, (0, 2 * far / speed), [-far, b, speed, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]
    total = m1 + m2
    drift = m1 * speed / total
    v1 = np.array([drift + m2 / total * out[2], m2 / total * out[3]])
    v2 = np.array([drift - m1 / total * out[2], -m1 / total * out[3]])
    return np.arctan2(abs(v1[1]), v1[0]), m2 * (v2 @ v2) / 2


v_ion = np.sqrt(2 * E / M_HE)
tf = (9 * np.pi ** 2 / 128) ** (1 / 3)
a_ion = tf / (Z1 ** 0.23 + Z2 ** 0.23)
a_el = tf / Z2 ** (1 / 3)
theta1 = Z1 * Z2 / (E * a_ion)
angle_newton = {}
for x in (1.0, 2.0):
    angle_newton[x] = collide(M_HE, 12 * M_UNIT, v_ion, x * a_ion,
                              Z1 * Z2, a_ion, 25 * a_ion)[0]
    assert abs(angle_newton[x] / (theta1 * k1(x)) - 1) < 0.06

# ---------------- forward scattering: ions --------------------------------
x0 = brentq(lambda x: theta1 * k1(x) - theta_cut, 1e-3, 3)
G = x0 ** 2 / 2 * (k0(x0) * kn(2, x0) - k1(x0) ** 2)
G_num = quad(lambda x: x * k1(x) ** 2, x0, 40, limit=200)[0]
assert abs(G / G_num - 1) < 1e-6
n_au = density * BOHR ** 3
rate_ion = 2 * np.pi * n_au * (Z1 * Z2 / E) ** 2 * G / BOHR   # rad2 per nm
rms_scatter = np.sqrt(rate_ion * thickness ** 3 / 3)
samples = 60000


def scatter(depth):
    """Lateral displacement in nm at the given depth, collision by collision."""
    x_max = 6.0
    a_nm = a_ion * BOHR
    mean = density * depth * np.pi * a_nm ** 2 * (x_max ** 2 - x0 ** 2)
    who = np.repeat(np.arange(samples), rng.poisson(mean, samples))
    x = np.sqrt(x0**2 + rng.random(who.size) * (x_max**2 - x0**2))
    shift = theta1 * k1(x) * depth * rng.random(who.size)
    azimuth = 2 * np.pi * rng.random(who.size)
    return np.array([np.bincount(who, shift * f(azimuth), samples)
                     for f in (np.cos, np.sin)])


def r50(xy):
    return np.median(np.hypot(xy[0], xy[1]))


scat = scatter(thickness)
rms_sampled = np.sqrt(np.mean(np.sum(scat ** 2, axis=0)))
# sampling error of this heavy-tailed mean square is a few per cent
assert abs(rms_sampled / rms_scatter - 1) < 0.05

# ---------------- forward scattering: electrons ---------------------------
q_test = 1 / a_el
born = 2 * Z2 / q_test * quad(lambda r: np.exp(-r / a_el) * np.sin(q_test*r),
                              0, 40 * a_el, limit=400)[0]
assert abs(born / (2 * Z2 / (q_test**2 + a_el**-2)) - 1) < 1e-6
gamma = 1 + E / LIGHT ** 2
Q2 = (p_el * theta_cut * a_el) ** 2
rate_el = (4 * np.pi * n_au * (Z2 * gamma) ** 2 / p_el ** 4
           * (np.log(1 + Q2) - Q2 / (1 + Q2)) / BOHR)


def born_section(t):
    q = 2 * p_el * np.sin(t / 2)
    return (2*Z2*gamma / (q*q + a_el**-2))**2 * 2*np.pi*np.sin(t)


rate_num = n_au / BOHR * quad(lambda t: t * t * born_section(t),
                              0, theta_cut, limit=200)[0]
assert abs(rate_el / rate_num - 1) < 0.03      # small-angle form up to the cut
sigma_el = quad(born_section, 0, np.pi, points=[0.05, 0.3], limit=300)[0]
mfp_el = BOHR / (n_au * sigma_el)
ratio = rate_ion / rate_el
ratio_inel = ratio * Z2 / (Z2 + 1)
assert ratio_inel > 2

# ---------------- secondary electrons -------------------------------------
t_rest = 2 * v_ion ** 2
t_newton = collide(M_HE, 1.0, v_ion, 0.01, Z1, np.inf, 4000.0)[1]
assert abs(t_newton / t_rest - 1) < 0.01
u_bound = 1.0
t_bound = 2 * v_ion * (v_ion + u_bound)


def directions(n):
    d = rng.normal(size=(n, 3))
    return d / np.linalg.norm(d, axis=1)[:, None]


ve = u_bound * directions(400000)
vi = np.array([v_ion, 0, 0])
cm = (M_HE * vi + ve) / (M_HE + 1)
speed_cm = np.linalg.norm(ve - cm, axis=1)[:, None]
after = cm + speed_cm * directions(400000)
gain = (np.sum(after ** 2, axis=1) - u_bound ** 2) / 2
assert 0.95 * t_bound < gain.max() < 1.001 * t_bound
for b in (0.7, 1.5, 3.0):
    t_pair = collide(1.0, 1.0, np.sqrt(2), b, 1.0, np.inf, 4000.0)[1]
    assert abs(t_pair * (1 + b * b) - 1) < 0.01
t_low, t_ceiling = 10.0, t_bound * HARTREE
share_number = ((1/t_ceiling - 2/E_eV) / (1/t_low - 2/E_eV))
share_energy = np.log(E_eV/2/t_ceiling) / np.log(E_eV/2/t_low)
# the shares again, from equally likely impact areas of the collision law
b2_lim = [1 / (E_eV * t) - 1 / E_eV ** 2 for t in (E_eV / 2, t_low)]
b2 = np.geomspace(b2_lim[0], b2_lim[1], 200001)
t_b = E_eV / (1 + b2 * E_eV ** 2)
d_b2 = np.diff(b2)
t_mid = (t_b[1:] + t_b[:-1]) / 2
fast = t_mid >= t_ceiling
num_area = np.sum(fast * d_b2) / np.sum(d_b2)
en_area = np.sum(t_mid * fast * d_b2) / np.sum(t_mid * d_b2)
assert abs(num_area - share_number) < 2e-3
assert abs(en_area - share_energy) < 2e-3


def beyond(radius):
    return quad(lambda t: np.sin(t) * np.exp(-radius / (path_se*np.sin(t))),
                1e-9, np.pi / 2)[0]


r_se = brentq(lambda r: beyond(r) - 0.5, 0.01 * path_se, 3 * path_se)
s = rng.exponential(path_se, samples)
r_sec = s * np.sqrt(1 - rng.uniform(-1, 1, samples) ** 2)
az = 2 * np.pi * rng.random(samples)
second = np.array([r_sec * np.cos(az), r_sec * np.sin(az)])
assert abs(np.median(r_sec) / r_se - 1) < 0.03
assert abs(np.mean(r_sec ** 2) / (4 * path_se ** 2 / 3) - 1) < 0.05
path_equal = path_se * r_diff / r_se

# ---------------- combined blur and one change at a time ------------------
u_opt = rng.random(samples)
az = 2 * np.pi * rng.random(samples)
unit = np.array([np.cos(az), np.sin(az)])
gauss = rng.normal(size=(2, samples))
opt = optics_radius(lam_he, u_opt) * unit
opt_short = optics_radius(lam_he / 10, u_opt) * unit
opt_wide = optics_radius(lam_el * alpha / alpha_el, u_opt) * unit
src = sigma * gauss
geometric = alpha * chromatic * sigma_E / E_eV * np.median(
    abs(rng.normal(size=400000)) * np.sqrt(rng.random(400000)))
assert abs(r50(opt_short) / geometric - 1) < 0.10

probe = r50(opt + src)
probe_short = r50(opt_short + src)
probe_nosource = r50(opt)
src_dim = source_sigma(B_dim_cm) * gauss
probe_dim = r50(opt + src_dim)
assert probe - probe_nosource > probe - probe_short

base = r50(opt + src + scat + second)
short = r50(opt_short + src + scat + second)
wide = r50(opt_wide + src + scat + second)
no_scat = r50(opt + src + second)
no_second = r50(opt + src + scat)
dim = r50(opt + src_dim + scat + second)
thick = r50(opt + src + scatter(2 * thickness) + second)
long_se = r50(opt + src + scat + 2 * second)
assert min(base - no_scat, base - no_second) > 10 * abs(base - short)
assert abs(wide / base - 1) < 0.10
assert dim > 2 * base and thick > 1.2 * base and long_se > 1.2 * base

# ---------------- sizes of neglected effects ------------------------------
ions_nm2 = dose * 1e-6 / 1e14 / sc.e
ions_disc = ions_nm2 * np.pi * base ** 2
loss = stopping * thickness
mix = (5 * 6**2 + 2 * 8**2 + 8 * 1**2) / (7 * Z2**2)
uc = np.array([0.1818, 0.5099, 0.2802, 0.02817])
ud = np.array([3.2, 0.9423, 0.4028, 0.2016])


def angle_universal(x):
    return theta1 * np.sum(uc * ud * k1(ud * x))


xu = brentq(lambda x: angle_universal(x) - theta_cut, 1e-3, 3)
G_uni = quad(lambda x: x * (angle_universal(x) / theta1) ** 2,
             xu, 60, limit=300)[0]
back = n_au * np.pi * (Z1 * 14 / (2 * E)) ** 2 * 100 / BOHR

# ---------------- output ---------------------------------------------------
print(f"beam energy {E_eV:.0f} eV, current {current*1e12:.1f} pA")
print(f"half-angle: helium {alpha*1e3:.1f}, electron {alpha_el*1e3:.0f} mrad")
print(f"brightness: bright {B_cm:.0e}, dim {B_dim_cm:.0e} A/(cm2 sr)")
print(f"energy spread FWHM {spread_fwhm:.1f} eV")
print(f"chromatic coefficient {chromatic/1e6:.0f} mm")
print(f"film {thickness:.0f} nm, {density:.0f} atoms/nm3, Z = {Z2}")
print(f"mean secondary path {path_se:.1f} nm (rough input)")
print(f"wavelength helium {lam_he:.3e} nm")
print(f"wavelength electron {lam_el:.3e} nm, ratio {lam_el/lam_he:.1f}")
print(f"wavelength ion of 70 u {lam_heavy:.3e} nm")
print(f"Airy half-current v {v50:.4f}, r50*alpha/lam {v50/2/np.pi:.4f}")
print(f"diffraction r50 helium {r_diff:.4f} nm")
print(f"diffraction r50 electron, own lens {r_diff_el:.3f} nm")
print(f"electron wavelength at helium half-angle: r50 {r_diff_swap:.2f} nm")
print(f"source image sigma {sigma:.4f} nm, r50 {r_source:.4f} nm")
print(f"source r50 / diffraction r50 {r_source/r_diff:.2f}")
print(f"geometric chromatic r50 {geometric:.3f} nm")
print(f"probe r50 {probe:.3f} nm")
print(f"probe r50, wavelength/10 {probe_short:.3f} nm")
print(f"probe r50, point source {probe_nosource:.3f} nm")
print(f"probe r50, dim source {probe_dim:.2f} nm")
print(f"ion speed {v_ion:.4f} a.u., screening length {a_ion*BOHR:.5f} nm")
print(f"angle scale Z1Z2/(Ea) {theta1*1e3:.2f} mrad")
print(f"deflection at b=a: formula {theta1*k1(1.0)*1e3:.2f} mrad")
print(f"deflection at b=a: Newton {angle_newton[1.0]*1e3:.2f} mrad")
print(f"single-deflection cut {theta_cut:.1f} rad, x0 {x0:.4f}, G {G:.3f}")
print(f"mean-square angle rate helium {rate_ion:.3e} rad2/nm")
print(f"mean-square angle rate electron {rate_el:.3e} rad2/nm")
print(f"rate ratio {ratio:.2f}; with electron inelastic {ratio_inel:.2f}")
print(f"electron elastic mean free path {mfp_el:.0f} nm")
print(f"electrons unscattered in film {np.exp(-thickness/mfp_el):.2f}")
print(f"helium lateral rms: formula {rms_scatter:.2f} nm")
print(f"helium lateral rms: sampled {rms_sampled:.2f} nm")
print(f"helium scattering r50 {r50(scat):.2f} nm")
print(f"top transfer, electron at rest {t_rest*HARTREE:.1f} eV")
print(f"top transfer, electron at 1 a.u. speed {t_ceiling:.1f} eV")
print(f"electron beam, secondaries over {t_low:.0f} eV, part above that top:")
print(f"  by number {share_number:.2f}, by energy {share_energy:.2f}")
print(f"secondary-electron r50 {r_se:.2f} nm")
print(f"path making it equal to diffraction {path_equal:.3f} nm")
print(f"TOTAL r50 {base:.2f} nm = {base*10:.1f} angstrom")
print(f"total, wavelength/10: {short:.3f} nm (base {base:.3f})")
print(f"total, electron-lens diffraction: {wide:.3f} nm")
print(f"total, no forward scattering: {no_scat:.2f} nm")
print(f"total, no secondary transport: {no_second:.2f} nm")
print(f"total, dim source: {dim:.2f} nm")
print(f"total, film doubled: {thick:.2f} nm")
print(f"total, secondary path doubled: {long_se:.2f} nm")
print(f"neglected: dose {dose:.0f} uC/cm2 = {ions_nm2:.3f} ions/nm2")
print(f"  ions in total-r50 disc {ions_disc:.1f}, "
      f"noise {100/np.sqrt(ions_disc):.0f} %")
print(f"  energy loss at {stopping:.0f} eV/nm: {loss:.0f} eV, "
      f"{100*loss/E_eV:.0f} %")
print(f"  C5H8O2 composition: mean-square angle x {mix:.2f}")
print(f"  universal screening: mean-square angle x {G_uni/G:.2f}")
print(f"  spherical, {spherical/1e6:.0f} mm: edge ray "
      f"{spherical*alpha**3:.4f} nm")
print(f"  turned back in 100 nm of Z=14 substrate {100*back:.1f} %")
print("no test failed")
```

Printed output:

```
beam energy 30000 eV, current 1.0 pA
half-angle: helium 0.5, electron 10 mrad
brightness: bright 4e+09, dim 1e+06 A/(cm2 sr)
energy spread FWHM 1.0 eV
chromatic coefficient 30 mm
film 30 nm, 50 atoms/nm3, Z = 6
mean secondary path 2.0 nm (rough input)
wavelength helium 8.290e-05 nm
wavelength electron 6.979e-03 nm, ratio 84.2
wavelength ion of 70 u 1.982e-05 nm
Airy half-current v 1.6802, r50*alpha/lam 0.2674
diffraction r50 helium 0.0443 nm
diffraction r50 electron, own lens 0.187 nm
electron wavelength at helium half-angle: r50 3.73 nm
source image sigma 0.0712 nm, r50 0.0838 nm
source r50 / diffraction r50 1.89
geometric chromatic r50 0.086 nm
probe r50 0.140 nm
probe r50, wavelength/10 0.131 nm
probe r50, point source 0.099 nm
probe r50, dim source 5.33 nm
ion speed 0.5498 a.u., screening length 0.01746 nm
angle scale Z1Z2/(Ea) 32.98 mrad
deflection at b=a: formula 19.85 mrad
deflection at b=a: Newton 19.65 mrad
single-deflection cut 0.5 rad, x0 0.0655, G 2.350
mean-square angle rate helium 2.449e-04 rad2/nm
mean-square angle rate electron 5.399e-05 rad2/nm
rate ratio 4.54; with electron inelastic 3.89
electron elastic mean free path 135 nm
electrons unscattered in film 0.80
helium lateral rms: formula 1.48 nm
helium lateral rms: sampled 1.48 nm
helium scattering r50 0.63 nm
top transfer, electron at rest 16.4 eV
top transfer, electron at 1 a.u. speed 46.4 eV
electron beam, secondaries over 10 eV, part above that top:
  by number 0.22, by energy 0.79
secondary-electron r50 1.02 nm
path making it equal to diffraction 0.087 nm
TOTAL r50 1.52 nm = 15.2 angstrom
total, wavelength/10: 1.497 nm (base 1.521)
total, electron-lens diffraction: 1.602 nm
total, no forward scattering: 1.05 nm
total, no secondary transport: 0.68 nm
total, dim source: 5.75 nm
total, film doubled: 2.85 nm
total, secondary path doubled: 2.43 nm
neglected: dose 5 uC/cm2 = 0.312 ions/nm2
  ions in total-r50 disc 2.3, noise 66 %
  energy loss at 60 eV/nm: 1800 eV, 6 %
  C5H8O2 composition: mean-square angle x 1.25
  universal screening: mean-square angle x 0.99
  spherical, 100 mm: edge ray 0.0125 nm
  turned back in 100 nm of Z=14 substrate 0.7 %
no test failed
```
